# Ellipticity factor for dc spin pumping from an in-plane magnetized film

**A film that beats the circle by 30 percent**

A 10 nm magnetic film, magnetized in its plane and driven at 25.45 GHz by a linear field of amplitude 0.10 mT, pumps a dc spin current worth 353 A/cm² into the metal beside it. A film whose magnetization precesses on a circle, with the same frequency, drive and damping, pumps 272 A/cm². The ratio is 1.299. Yet the flattened orbit looks like a handicap: its short semi-axis is 0.00500, less than the circle's radius of 0.00577. Where does the gain come from, and can it be larger?

**What the interface sends out**

Let $\mathbf m$ be the unit vector of the magnetization. The $z$ axis lies along its static direction, $x$ is the film normal in the in-plane case, and $y$ is the in-plane transverse direction. For slow motion at an isotropic interface, the emitted spin current is linear in $\dot{\mathbf m}$. Since $\mathbf m\cdot\dot{\mathbf m}=0$, two vectors are available, $\mathbf m\times\dot{\mathbf m}$ and $\dot{\mathbf m}$:

$$\mathbf j=\frac{\hbar}{4\pi}\left(g_r\,\mathbf m\times\dot{\mathbf m}+g_i\,\dot{\mathbf m}\right).$$

This defines the mixing conductances $g_r$ and $g_i$ per area. I take $g_r$ as an effective value that includes the spin current flowing back from the metal, and keep it equal in all comparisons. In periodic motion $\dot{\mathbf m}$ averages to zero, so the dc part along $z$ is

$$j=\frac{\hbar g_r}{4\pi}R,\qquad R=\langle m_x\dot m_y-m_y\dot m_x\rangle .$$

For an orbit $m_x=a_x\cos\omega t$, $m_y=a_y\sin\omega t$,

$$R=\omega a_xa_y(\cos^2\omega t+\sin^2\omega t)=\omega a_xa_y .$$

The current measures the area of the orbit times the frequency. What remains is to find the semi-axes that a given drive produces.

**The simple case: a circle**

The motion obeys the Landau-Lifshitz-Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma>0 .$$

First let the effective field be a static field $\mu_0H$ along $z$ plus a drive $b\cos\omega t$ along $y$. Write $\omega_H=\gamma\mu_0H$ and $h=\gamma b$. For small tilts $m_z\approx1$, and products of small quantities are dropped:

$$\dot m_x=-\omega_Hm_y-\alpha\dot m_y+h\cos\omega t,\qquad \dot m_y=\omega_Hm_x+\alpha\dot m_x .$$

Add $i$ times the second equation to the first and set $m_+=m_x+im_y$:

$$(1-i\alpha)\dot m_+=i\omega_Hm_++\tfrac h2\left(e^{i\omega t}+e^{-i\omega t}\right).$$

The linear drive is two counter-rotating fields of half the amplitude. For the one turning with the precession, $m_+=c\,e^{i\omega t}$ gives

$$c\,[\,i(\omega-\omega_H)+\alpha\omega\,]=\tfrac h2 .$$

At $\omega=\omega_H$ the radius is $c=h/(2\alpha\omega)$. The other field produces a response of size about $h/(4\omega)$, smaller by $\alpha/2$, which I drop. Therefore

$$R_{\rm circ}=\omega c^2=\frac{h^2}{4\alpha^2\omega}.$$

Check with numbers: $\gamma/2\pi=29.39$ GHz/T and $b=0.10$ mT give $h/2\pi=2.939$ MHz. With $\alpha=0.010$, $c=2.939\times10^{-3}/(2\times0.010\times25.45)=0.00577$, as quoted.

The reference is a linear drive. A circularly polarized field of full amplitude $b$ would double $c$ and quadruple the current, and the comparison below would change accordingly.

**The general case: the film resists tilting out of its plane**

In the in-plane film a tilt along the normal creates a field $-\mu_0M_{\rm eff}m_x$ along $x$. Here $M_{\rm eff}$ is the magnetization $M_s$ reduced by any perpendicular anisotropy. With $\omega_M=\gamma\mu_0M_{\rm eff}$, the $y$ component of $-\gamma\,\mathbf m\times\mathbf B_{\rm eff}$ becomes $-\gamma(m_zB_x-m_xB_z)=(\omega_M+\omega_H)m_x$. The two directions now have different stiffnesses,

$$\omega_x=\omega_H+\omega_M,\qquad \omega_y=\omega_H,$$

and the equations read

$$\dot m_x=-\omega_ym_y-\alpha\dot m_y+h\cos\omega t,\qquad \dot m_y=\omega_xm_x+\alpha\dot m_x .$$

Use complex amplitudes with time factor $e^{-i\omega t}$, so that $d/dt\to-i\omega$. The second equation gives

$$m_x=\frac{-i\omega\,m_y}{\omega_x-i\alpha\omega}.$$

Insert this in the first, $-i\omega m_x+(\omega_y-i\alpha\omega)m_y=h$, and use $(-i\omega)^2=-\omega^2$:

$$m_y=\frac{h(\omega_x-i\alpha\omega)}{D},\qquad D=\omega_x\omega_y-(1+\alpha^2)\omega^2-i\alpha\omega S,\qquad S=\omega_x+\omega_y .$$

For $\alpha\ll1$ resonance lies at $\omega^2=\omega_x\omega_y$, up to relative corrections of order $\alpha^2$. There $D=-i\alpha\omega S$. Neglecting $\alpha\omega$ beside $\omega_x$,

$$m_y=\frac{ih\omega_x}{\alpha\omega S},\qquad m_x=\frac{-i\omega}{\omega_x}m_y=\frac{h}{\alpha S}.$$

The factor $i$ turns $\cos\omega t$ into $\sin\omega t$, so this is the orbit assumed above, with

$$a_x=\frac{h}{\alpha S},\qquad a_y=\frac{h\omega_x}{\alpha\omega S},\qquad R=\omega a_xa_y=\frac{h^2\omega_x}{\alpha^2S^2}.$$

Limit: for $\omega_M=0$ we have $\omega_x=\omega_y=\omega$ and $S=2\omega$, and $R$ returns to $h^2/(4\alpha^2\omega)$.

**The ratio and its two limits**

Since $\omega_x\omega_y=\omega^2$, one number $u$ describes both stiffnesses: $\omega_x=\omega e^u$, $\omega_y=\omega e^{-u}$. Their difference is $\omega_M=2\omega\sinh u$ and their sum is $S=2\omega\cosh u$. Dividing by the circular result at equal $\omega$, $h$, $\alpha$ and $g_r$,

$$F=\frac{R}{R_{\rm circ}}=\frac{h^2\omega e^u}{4\alpha^2\omega^2\cosh^2u}\cdot\frac{4\alpha^2\omega}{h^2}=\frac{e^u}{\cosh^2u}.$$

With $s=\sinh u=\omega_M/(2\omega)$ this is

$$F=\frac{s+\sqrt{1+s^2}}{1+s^2}.$$

For small $s$, $F\approx1+s$: a slight ellipticity helps, to first order. For large $s$, $F\approx2/s=4\omega/\omega_M$: a very flat orbit pumps poorly. A maximum must lie between.

**The maximum**

Let $p=\tanh u$, with $0\le p<1$. Then $e^{2u}=(1+p)/(1-p)$ and $1/\cosh^2u=1-p^2$, so

$$F^2=\frac{1+p}{1-p}(1-p^2)^2=(1+p)^3(1-p).$$

The four non-negative numbers $1+p$, $1+p$, $1+p$, $3-3p$ have the sum 6. Their geometric mean cannot exceed their arithmetic mean $3/2$:

$$3F^2\le\left(\tfrac32\right)^4=\tfrac{81}{16}\quad\Rightarrow\quad F\le\frac{3\sqrt3}{4}=1.299 .$$

Equality requires $1+p=3-3p$, so $p=1/2$. Within the small-angle, small-damping formula for $F$ this is a global bound, and it is reached. The exact linear response exceeds it by terms of order $\alpha^2$: the maximum is 1.29905 at $\alpha=0.010$ and 1.300 at $\alpha=0.10$. At that point $e^{2u}=3$, hence $\omega_x=3\omega_y$, or $H+M_{\rm eff}=3H$:

$$H=\frac{M_{\rm eff}}2,\qquad \omega=\sqrt3\,\omega_H=\frac{\sqrt3}{2}\omega_M,\qquad \frac{a_y}{a_x}=\frac{\omega_x}{\omega}=\sqrt3 .$$

Two numerical checks do not use the formula for $F$. In the first, the linear equations were solved on a grid of static fields for $\omega_M/\omega$ from 0 to 4 in steps of 0.02, and the peak was read off each time. The largest ratio was 1.2990, at $\omega_M/\omega=1.16$, where the theory gives 1.1547. In the second, the static field was set by the resonance condition $\omega^2=\omega_x\omega_y$, and the full nonlinear equation was integrated for 200 periods from rest and averaged over the last ten. It gave 1.2990 at the optimum, and 0.9446 for a flatter orbit with $u=1.3$, where the formula also gives 0.9446.

**Where the gain comes from**

The drive does work on the film at the average rate, per volume,

$$P=M_sb\langle\cos\omega t\;\dot m_y\rangle=\tfrac12M_s\omega b\,a_y .$$

At equal $M_s$, its ratio to the circular value is

$$\frac{P}{P_{\rm circ}}=\frac{a_y}{c}=\frac{2\omega_x}{S}=\frac{e^u}{\cosh u}=1+p .$$

The drive pushes along the soft direction, where the film responds more strongly, and more power is absorbed. The current per absorbed power changes by

$$\frac{F}{1+p}=\frac1{\cosh u}=\frac{2a_xa_y}{a_x^2+a_y^2},$$

where the last form follows from $a_y/a_x=e^u$. It has a direct meaning. Crossing the equation of motion with $\mathbf m$ and then taking the product with $\dot{\mathbf m}$ gives $\mathbf B_{\rm eff}\cdot\dot{\mathbf m}=\alpha\dot{\mathbf m}^2/\gamma$. The dissipation therefore grows with $a_x^2+a_y^2$, while the spin current grows with $a_xa_y$. For a given sum of squares, the circle has the largest product.

So $F$ is a product of a gain and a loss. At the optimum they are 1.500 and 0.866, which the nonlinear integration reproduces. At equal absorbed power the elliptic film has no advantage: it pumps 13 percent less than the circle.

**A second case: drive along the normal**

If the linear field points along $x$, the stiff direction is pushed. A quarter turn about $z$ maps this problem onto the previous one with $\omega_x$ and $\omega_y$ exchanged. In the numerator of $R$, $\omega_y$ replaces $\omega_x$, and the ratio becomes $e^{-u}/\cosh^2u$. Both factors fall as $u$ grows from zero, so ellipticity now reduces the current throughout. At $u$ of the optimum the value is $1.299/3=0.433$, again confirmed by the nonlinear integration. The factor 1.30 thus belongs to the in-plane transverse drive.

**What "equal damping" has to mean**

Sweep the field at fixed frequency. A shift $\delta=\gamma\mu_0\,\delta H$ raises both stiffnesses, and the real part of $D$ becomes $\delta S+\delta^2\approx\delta S$. It equals the imaginary part in size at $\delta=\pm\alpha\omega$, where $1/|D|^2$ has halved. The field half-width is therefore $\alpha\omega/\gamma$, whatever the ellipticity. Here it is $0.010\times(25.45/29.39)$ T $=8.66$ mT. The numerical curves give 8.57 mT for the circle and 8.62 mT for the optimum, with a field step of about 0.09 mT.

At fixed field the frequency half-width follows from $2\omega\,\delta\omega=\alpha\omega S$, so $\delta\omega=\alpha\omega\cosh u$, which does depend on ellipticity. If two films were matched in frequency width instead, the circular one would need the damping $\alpha\cosh u$. Its current would drop by $\cosh^2u$, and the ratio would be $e^u$, which has no maximum. The bound of 1.30 holds for equal Gilbert $\alpha$.

**The example in numbers**

The inputs are $\mu_0M_{\rm eff}=1.00$ T with $M_{\rm eff}=M_s$, a $g$-factor of 2.1, $\alpha=0.010$ and $g_r=2.0\times10^{19}$ m⁻². The optimum field is 0.500 T. In frequency units, $S/2\pi=29.39\times(1.5+0.5)=58.78$ GHz, so

$$a_x=\frac{2.939\times10^{-3}}{0.010\times58.78}=0.00500,\qquad a_y=\sqrt3\,a_x=0.00866 .$$

Then $R=2\pi\times25.45\times10^9\times0.00500\times0.00866=6.92\times10^6$ s⁻¹, and

$$j=\frac{\hbar}{4\pi}\,g_rR=1.16\times10^{-9}\ \text{J/m}^2 .$$

Multiplied by $2e/\hbar$ this is 353 A/cm².

The emitted angular momentum also damps the film. Its angular momentum per area is $M_st/\gamma$ for thickness $t$. Equating the loss to a Gilbert term gives $\alpha_{\rm pump}=\gamma\hbar g_r/(4\pi M_st)=0.0039$. This share is contained in the total of 0.010.

**The same film at other frequencies**

The peak of $F$ does not mean that this film pumps most at 25 GHz. At fixed drive amplitude and $\alpha$, its current follows $(H+M_{\rm eff})/(2H+M_{\rm eff})^2$. The logarithmic derivative with respect to $H$ is

$$\frac1{H+M_{\rm eff}}-\frac4{2H+M_{\rm eff}}=-\frac{2H+3M_{\rm eff}}{(H+M_{\rm eff})(2H+M_{\rm eff})}<0 .$$

A higher resonance frequency needs a higher field, so the current falls steadily: 711, 353 and 218 A/cm² at 10.00, 25.45 and 40.00 GHz. The ratios are 1.028, 1.299 and 1.262. The circular reference falls as $1/\omega$, and $F$ compares the two declines. A maximum of the current itself appears when $M_{\rm eff}$ is varied at fixed frequency, drive and $\alpha$.

**Beside a real film**

The inputs are round numbers in the rough regime of a soft nickel-iron film on platinum. One way to realize the circular reference is to magnetize the same film along its normal, which at 25.45 GHz needs $0.866+1.00=1.87$ T. The dc part of its pumped spin then points along the flow direction. The dc inverse spin Hall voltage, which follows the cross product of flow and polarization, vanishes, so that voltage cannot be used for this comparison.

One assumption that can fail in practice is equal damping. Defects can scatter the uniform precession into other spin waves, by an amount that depends on the magnetization direction. Treat this as extra damping in the in-plane film alone. Since $j\propto1/\alpha^2$, an excess of 10 percent lowers the ratio to $1.299/1.21=1.07$, and an excess of 14 percent removes the gain.

Four further estimates for these inputs:

- A Gaussian spread of the static field with standard deviation 0.50 mT lowers both peaks by 0.33 percent and leaves the ratio unchanged at this accuracy.
- A 10 percent lower $M_{\rm eff}$, from temperature or interface anisotropy, changes the ratio at fixed frequency to 1.297, because the maximum is flat.
- At resonance $m_y$ lags the drive by a quarter period, so the relative permeability is almost purely imaginary, with size $a_y\mu_0M_s/b\approx87$. For an assumed resistivity $\rho$ of 25 µΩ cm the microwave field then decays over $\sqrt{\rho/(87\,\mu_0\omega)}$, about 120 nm, well above the thickness. The usual skin-depth formula, meant for a real permeability, would give $\sqrt2$ times more, about 170 nm. A long decay length does not by itself make the drive uniform. The sheet resistance $\rho/t=25\ \Omega$ is far below the wave impedance, so for a plane wave at normal incidence on a substrate of permittivity 11.7 the field at the front face is about five times that at the back. The field is nearly uniform when the film sits at a node of the microwave electric field. For uniform precession, $b$ stands for the average over the thickness.
- The magnetically absorbed 55 mW/cm², flowing straight through an assumed 0.5 mm substrate of conductivity 150 W/(m K), gives a temperature difference of about 2 mK across it. Heating by eddy currents is not included, and it depends strongly on the set-up. At the same average field it is about 0.1 mW/cm² at a node of the electric field, but about 15 W/cm², or 0.5 K across this substrate, for the plane wave just described.

The small-angle condition deserves a separate look. If the nonlinear frequency shift were as large as $\omega_Ma^2$, it would reach $\alpha\omega$, the field half-width in frequency units, at an amplitude $a=\sqrt{\alpha\omega/\omega_M}=0.093$, about eleven times the present $a_y$. Raising the drive to 1 mT brings $a_y$ close to that scale, yet at fixed static field the current per squared drive changes by just $-0.40$ percent. The estimate is thus too pessimistic for the uniform motion of the in-plane film. The same film magnetized along its normal is more sensitive: at 1 mT and fixed field its current per squared drive falls by 3.4 percent, which moves the ratio to 1.34. The calculation contains no other spin waves, however, so it does not show that the uniform motion remains stable at 1 mT.

## Values computed for the example and the checks

```
Input mu0*M_eff: 1.00 T; g-factor: 2.1
Input damping alpha: 0.010; drive: 0.10 mT
Input mixing conductance: 2.0e+19 m^-2
Input film thickness: 10.0 nm
gamma/(2 pi): 29.39 GHz/T
Maximum of ratio, formula: 1.2990
Maximum of ratio, field and M_eff scan: 1.2990
w_M/w at maximum, formula: 1.1547
w_M/w at maximum, scan (step 0.02): 1.16
Optimum frequency: 25.45 GHz
Optimum static field mu0*H: 0.500 T
Nonlinear time integration, relative to circular:
  optimum, in-plane drive, spin current: 1.2990
  optimum, absorbed power: 1.5000
  optimum, current per absorbed power: 0.8661
  u = 1.3, in-plane drive, spin current: 0.9446
  u = 1.3, formula: 0.9446
  optimum film, normal drive: 0.4330
In-plane amplitude of m: 0.00866
Normal amplitude of m: 0.00500
Axis ratio: 1.732
Circular amplitude of m: 0.00577
Spin current, film: 353.2 A/cm^2 (times 2e/hbar)
Spin current, circular: 271.9 A/cm^2 (same)
Spin current, film: 1.162e-09 J/m^2
Field half-width, circular: 8.57 mT
Field half-width, optimum: 8.62 mT
Same film: frequency GHz, field T, ratio, current A/cm^2
  10.00, 0.105, 1.028, 711.2
  25.45, 0.500, 1.299, 353.2
  40.00, 0.950, 1.262, 218.4
Pumping part of alpha: 0.00390
Finite-amplitude change at 0.1 mT: -0.0011 %
Finite-amplitude change at 1 mT: -0.40 %
Spin-wave instability amplitude scale: 0.093
Half drive frequency: 12.73 GHz
gamma*mu0*H/(2 pi): 14.70 GHz
Assumed static-field spread: 0.50 mT
Peak loss by spread, circular: 0.330 %
Peak loss by spread, optimum: 0.330 %
Ratio if M_eff is 10 % lower, same frequency: 1.2965
Assumed film resistivity: 25.0 microohm cm
Skin depth with resonant permeability: 169 nm
Absorbed power: 55.11 mW/cm^2
Assumed substrate: 0.5 mm, 150 W/(m K)
Heating across substrate: 1.84 mK
```
